# Wigner Rotation from Two Perpendicular Dirac Spinor Boosts

## Problem

A free spin-1/2 particle of mass $m$ is at rest. It is boosted along the $x$ axis with rapidity $\eta_1>0$ and then along the $y$ axis with rapidity $\eta_2>0$, both axes being fixed in the laboratory. On Dirac spinors the two boosts act as matrices $B_x(\eta_1)$ and $B_y(\eta_2)$.

(a) Show that the product $B_y(\eta_2)B_x(\eta_1)$ is a pure boost multiplied by a rotation about $z$, and that the rotation angle $\Omega$ obeys
$$\tan\frac{\Omega}{2}=\tanh\frac{\eta_1}{2}\,\tanh\frac{\eta_2}{2}.$$

(b) Find the rapidity and direction of the pure boost.

(c) Show that $\Omega$ approaches $90^\circ$ when both rapidities are large. Determine what happens when only one is large, and when both are small.

(d) State what the rotation does to the spin of the particle, and explain the value $90^\circ$ physically.

(e) Evaluate the results for speeds $\beta_1=0.6$ and $\beta_2=0.8$.

## Conventions

Units have $c=\hbar=1$ and the metric is $(+,-,-,-)$. Transformations are active: they change the state of the particle and leave the axes alone. A spinor matrix $S$ represents the Lorentz matrix $\Lambda$ defined by
$$S^{-1}\gamma^\mu S=\Lambda^\mu{}_\nu\gamma^\nu .$$

With $\alpha_i=\gamma^0\gamma^i$, the spin matrices $\Sigma_k$ are defined by
$$\alpha_i\alpha_j=\delta_{ij}+i\epsilon_{ijk}\Sigma_k .$$
In the Dirac representation $\Sigma_k$ has the Pauli matrix $\sigma_k$ in both diagonal blocks. Three products will be needed. The definition gives $\alpha_y\alpha_x=-i\Sigma_z$ and $\Sigma_z=-i\alpha_x\alpha_y$. Multiplying the latter from the left, and using $\alpha_i^2=1$ and $\alpha_y\alpha_x=-\alpha_x\alpha_y$,
$$\alpha_x\Sigma_z=-i\alpha_y,\qquad \alpha_y\Sigma_z=-i\alpha_y\alpha_x\alpha_y=+i\alpha_x .$$

## Solution

### The boost and rotation matrices

A boost of rapidity $\eta$ along the unit vector $\mathbf n$ is
$$B(\eta,\mathbf n)=e^{\eta\,\mathbf n\cdot\boldsymbol\alpha/2}
=\cosh\frac{\eta}{2}+\mathbf n\cdot\boldsymbol\alpha\,\sinh\frac{\eta}{2}.$$
The second form follows from $(\mathbf n\cdot\boldsymbol\alpha)^2=1$: even powers in the exponential series sum to the hyperbolic cosine, odd powers to the hyperbolic sine.

The sign is checked on the gamma matrices. Since $\gamma^0$ anticommutes with each $\alpha_i$, moving it through $B^{-1}$ reverses the exponent, so $B^{-1}\gamma^0=\gamma^0B$. Hence
$$B^{-1}\gamma^0B=\gamma^0B^2=\gamma^0(\cosh\eta+\mathbf n\cdot\boldsymbol\alpha\sinh\eta)
=\gamma^0\cosh\eta+\mathbf n\cdot\boldsymbol\gamma\,\sinh\eta .$$
For the component along $\mathbf n$, write $\mathbf n\cdot\boldsymbol\gamma=\gamma^0\,\mathbf n\cdot\boldsymbol\alpha$. Because $\mathbf n\cdot\boldsymbol\alpha$ commutes with $B$,
$$B^{-1}(\mathbf n\cdot\boldsymbol\gamma)B=\gamma^0B^2\,\mathbf n\cdot\boldsymbol\alpha
=\mathbf n\cdot\boldsymbol\gamma\,\cosh\eta+\gamma^0\sinh\eta .$$
A transverse $\alpha_\perp$ anticommutes with $\mathbf n\cdot\boldsymbol\alpha$, so $B\alpha_\perp=\alpha_\perp B^{-1}$. Therefore $B^{-1}\gamma^0\alpha_\perp B=\gamma^0B\alpha_\perp B=\gamma^0\alpha_\perp$, and transverse components are unchanged. A particle at rest thus acquires energy $m\cosh\eta$ and momentum $+m\sinh\eta\,\mathbf n$.

A rotation about $z$ is
$$R(\Omega)=e^{-i\Omega\Sigma_z/2}=\cos\frac{\Omega}{2}-i\Sigma_z\sin\frac{\Omega}{2}.$$
The matrix $\Sigma_z$ commutes with $\gamma^0$ and anticommutes with $\alpha_x$, so
$$R^{-1}\gamma^1R=\gamma^1R^2=\gamma^1(\cos\Omega-i\Sigma_z\sin\Omega)=\gamma^1\cos\Omega-\gamma^2\sin\Omega .$$
This is the first row of a counterclockwise rotation, from $x$ towards $y$, for positive $\Omega$.

### (a) Separating the rotation

Write $c_i=\cosh(\eta_i/2)$ and $s_i=\sinh(\eta_i/2)$. The first boost stands on the right:
$$S=B_y(\eta_2)B_x(\eta_1)=(c_2+s_2\alpha_y)(c_1+s_1\alpha_x).$$
Multiplying out and using $\alpha_y\alpha_x=-i\Sigma_z$,
$$S=c_1c_2+s_1c_2\,\alpha_x+c_1s_2\,\alpha_y-i s_1s_2\,\Sigma_z .$$
A pure boost contains no $\Sigma_z$ term, so $S$ is not a pure boost. The question is whether a rotation can remove that term. With an angle $\Omega$ still to be chosen, and $C=\cos(\Omega/2)$, $D=\sin(\Omega/2)$, form
$$SR(\Omega)^{-1}=S\,(C+iD\Sigma_z).$$

The terms of $S$ in $1$ and $\Sigma_z$ give, with $\Sigma_z^2=1$,
$$(c_1c_2-is_1s_2\Sigma_z)(C+iD\Sigma_z)
=(c_1c_2C+s_1s_2D)+i\Sigma_z(c_1c_2D-s_1s_2C).$$
The $\Sigma_z$ term vanishes if $c_1c_2D=s_1s_2C$, that is, if
$$\tan\frac{\Omega}{2}=\frac{s_1s_2}{c_1c_2}=\tanh\frac{\eta_1}{2}\tanh\frac{\eta_2}{2}.$$
The right side lies between 0 and 1, so we take $0<\Omega/2<45^\circ$. Then
$$C=\frac{c_1c_2}{N},\qquad D=\frac{s_1s_2}{N},\qquad N=\sqrt{c_1^2c_2^2+s_1^2s_2^2},$$
and the remaining scalar term is $c_1c_2C+s_1s_2D=N$.

It must still be shown that what remains is a boost. The products $\alpha_x\Sigma_z=-i\alpha_y$ and $\alpha_y\Sigma_z=i\alpha_x$ give
$$(s_1c_2\alpha_x+c_1s_2\alpha_y)(C+iD\Sigma_z)=v_x\alpha_x+v_y\alpha_y,$$
$$v_x=s_1c_2C-c_1s_2D,\qquad v_y=s_1c_2D+c_1s_2C .$$
So $\mathbf v$ is the vector $(s_1c_2,\,c_1s_2)$ turned counterclockwise by $\Omega/2$, and its length is unchanged by the turn. Hence
$$N^2-\mathbf v^2=c_1^2c_2^2+s_1^2s_2^2-s_1^2c_2^2-c_1^2s_2^2
=(c_1^2-s_1^2)(c_2^2-s_2^2)=1 .$$
We may therefore set $N=\cosh(\zeta/2)$ and $\mathbf v=\mathbf n\sinh(\zeta/2)$ with $\zeta>0$ and $\mathbf n$ a unit vector in the $xy$ plane. Then $SR^{-1}=N+\mathbf v\cdot\boldsymbol\alpha=B(\zeta,\mathbf n)$, or
$$B_y(\eta_2)B_x(\eta_1)=B(\zeta,\mathbf n)\,R(\Omega).$$

The separation is unique. A boost matrix is Hermitian with positive eigenvalues $e^{\pm\zeta/2}$, and a rotation matrix is unitary, so $SS^\dagger=BRR^\dagger B=B^2$. A positive Hermitian matrix has one positive square root, which fixes $B$, and then $R=B^{-1}S$ is fixed too.

The order of the boosts matters. Since boosts are Hermitian,
$$B_x(\eta_1)B_y(\eta_2)=S^\dagger=R(-\Omega)B(\zeta,\mathbf n)
=\left[R(-\Omega)B(\zeta,\mathbf n)R(\Omega)\right]R(-\Omega).$$
The bracket is a boost of the same rapidity along $\mathbf n$ turned by $-\Omega$. Reversing the order thus reverses the Wigner rotation.

The formula relies on perpendicular axes. If the axes enclose an angle $\theta$, the product of the two $\boldsymbol\alpha$ terms also contributes $s_1s_2\cos\theta$ to the scalar part, and the ratio changes. For parallel axes the $\Sigma_z$ term is absent and there is no rotation.

### (b) The resulting boost

From the half-angle relations $c_i^2=(\cosh\eta_i+1)/2$ and $s_i^2=(\cosh\eta_i-1)/2$,
$$N^2=\frac{(\cosh\eta_1+1)(\cosh\eta_2+1)+(\cosh\eta_1-1)(\cosh\eta_2-1)}{4}
=\frac{1+\cosh\eta_1\cosh\eta_2}{2}.$$
Since $\cosh\zeta=2\cosh^2(\zeta/2)-1=2N^2-1$,
$$\cosh\zeta=\cosh\eta_1\cosh\eta_2 .$$

Let $\phi$ be the azimuth of $\mathbf n$, measured from $x$ towards $y$. The turn by $\Omega/2$ found above means
$$\tan\left(\phi-\frac{\Omega}{2}\right)=\frac{c_1s_2}{s_1c_2}=\frac{T_2}{T_1},\qquad T_i=\tanh\frac{\eta_i}{2}.$$
With $\tan(\Omega/2)=T_1T_2$, the addition theorem gives
$$\tan\phi=\frac{T_2/T_1+T_1T_2}{1-T_2^2}=\frac{1+T_1^2}{T_1}\,\frac{T_2}{1-T_2^2}
=\frac{\cosh\eta_1}{\sinh\eta_1}\,\sinh\eta_2 ,$$
where the last step uses $\coth\eta_1=(1+T_1^2)/(2T_1)$ and $\sinh\eta_2=2T_2/(1-T_2^2)$.

Four-momenta confirm this. The first boost takes $(E,p_x,p_y)=(m,0,0)$ to $m(\cosh\eta_1,\sinh\eta_1,0)$. The second mixes $E$ with $p_y$ and leaves $p_x$ alone:
$$(E,p_x,p_y)=m\,(\cosh\eta_1\cosh\eta_2,\ \sinh\eta_1,\ \cosh\eta_1\sinh\eta_2).$$
The energy is $m\cosh\zeta$ and $p_y/p_x$ is $\tan\phi$, as required.

### (c) Limiting cases

Double-angle formulas make the limits easy to read. From $\cos\Omega=C^2-D^2$ and $\sin\Omega=2CD$,
$$\cos\Omega=\frac{c_1^2c_2^2-s_1^2s_2^2}{N^2}=\frac{\cosh\eta_1+\cosh\eta_2}{1+\cosh\eta_1\cosh\eta_2},$$
$$\sin\Omega=\frac{2c_1s_1c_2s_2}{N^2}=\frac{\sinh\eta_1\sinh\eta_2}{1+\cosh\eta_1\cosh\eta_2}.$$
The first numerator was reduced with the half-angle relations, the second with $2c_is_i=\sinh\eta_i$.

**Both rapidities large.** Both hyperbolic tangents in the result of part (a) tend to 1, so $\Omega/2\to45^\circ$ and $\Omega\to90^\circ$. To find the rate, let $\delta=\pi/2-\Omega$ in radians. Then $\sin\delta=\cos\Omega$, and for large rapidities $\cosh\eta_i\approx e^{\eta_i}/2$, so to leading order
$$\delta\approx\frac{1}{\cosh\eta_1}+\frac{1}{\cosh\eta_2}\approx2\left(e^{-\eta_1}+e^{-\eta_2}\right).$$
At finite rapidities $\cos\Omega$ is positive, so $90^\circ$ is approached from below and not reached.

**One rapidity large.** For $\eta_1\to\infty$ at fixed $\eta_2$,
$$\cos\Omega\to\frac{1}{\cosh\eta_2},\qquad \sin\Omega\to\tanh\eta_2,\qquad \Omega\to\arcsin(\tanh\eta_2)<90^\circ .$$
Since $\tan(\Omega/2)$ increases with $\eta_1$, this limit is an upper bound on $\Omega$ for the given $\eta_2$. The formula is symmetric in the two rapidities, so the same holds with their roles exchanged. Both must therefore be large for $\Omega$ to come close to $90^\circ$.

**Both rapidities small.** With $\tanh(\eta_i/2)\approx\eta_i/2$, the result becomes $\Omega\approx\eta_1\eta_2/2\approx\beta_1\beta_2/2$ in radians. With $c$ restored this is $v_1v_2/(2c^2)$, which vanishes in the Galilean limit $c\to\infty$ at fixed velocities.

### (d) What happens to the spin

A spinor at rest has the form $u(0,\chi)=\sqrt{2m}\,(\chi,0)^{T}$, where $\chi$ is a normalized two-component spinor. The canonical spinor of momentum $\mathbf p$ is defined by one direct boost from rest, $u(p,\chi)=B(\zeta,\mathbf n)u(0,\chi)$. On the upper components $\Sigma_z$ acts as $\sigma_z$, so
$$B_yB_x\,u(0,\chi)=B(\zeta,\mathbf n)R(\Omega)u(0,\chi)=u(p,\chi'),\qquad \chi'=e^{-i\Omega\sigma_z/2}\chi .$$
Two boosts in succession and one direct boost give the same momentum, but their spin labels are related by the rotation $e^{-i\Omega\sigma_z/2}$. One-particle states of the quantized field follow the same rule. The unitary operators representing the transformations obey the same product law, the rotation mixes the spin states at rest through the matrix $e^{-i\Omega\sigma_z/2}$, and the direct boost then defines the canonical moving states.

For a spin initially along $x$, $\chi=(1,1)^T/\sqrt2$ and
$$\chi'=\frac{1}{\sqrt2}\begin{pmatrix}e^{-i\Omega/2}\\ e^{i\Omega/2}\end{pmatrix},\qquad
\langle\sigma_x\rangle=\cos\Omega,\quad\langle\sigma_y\rangle=\sin\Omega,\quad\langle\sigma_z\rangle=0 .$$
The spin has turned by $\Omega$ towards $y$. Its overlap with the canonical $x$-up state is $(e^{-i\Omega/2}+e^{i\Omega/2})/2$, so the probability of finding that state is $\cos^2(\Omega/2)$. A spin along $+z$ acquires just the phase $e^{-i\Omega/2}$.

These spin directions refer to the rest frame reached by the direct boost. They are not expectation values of $\Sigma_k$ in the moving spinor.

The value $90^\circ$ can be understood through helicity, the spin component along the momentum. After the first boost, a spin along $x$ is parallel to the momentum. After the second, the spin has azimuth $\Omega$ and the momentum has azimuth $\phi$. The angle between them follows from the reversed product in part (a), whose boost direction has azimuth $\phi-\Omega$. Boosting from rest first along $y$ and then along $x$ gives $p_x=m\sinh\eta_1\cosh\eta_2$ and $p_y=m\sinh\eta_2$, hence
$$\tan(\phi-\Omega)=\frac{\tanh\eta_2}{\sinh\eta_1}.$$
This vanishes as $\eta_1\to\infty$: the spin of a particle that is already ultrarelativistic follows its momentum, and the helicity is preserved. The spin then turns as far as the momentum does. In this limit $\tan\phi\to\sinh\eta_2$, so the momentum turns almost from $x$ to $y$ if $\eta_2$ is large as well. That is the $90^\circ$ rotation.

### (e) Numerical example

The speeds are round model values. From $e^{2\eta}=(1+\beta)/(1-\beta)$,
$$e^{2\eta_1}=\frac{1.6}{0.4}=4,\qquad e^{2\eta_2}=\frac{1.8}{0.2}=9,$$
so $e^{\eta_1}=2$ and $e^{\eta_2}=3$, or $\eta_1=0.6931$ and $\eta_2=1.0986$. With $\tanh(\eta/2)=(e^\eta-1)/(e^\eta+1)$,
$$\tan\frac{\Omega}{2}=\frac13\cdot\frac12=\frac16,\qquad \Omega=18.92^\circ=0.3303\ \text{rad}.$$

The matrix product itself has coefficient $1.2247$ for the unit matrix and $0.2041$ for $-i\Sigma_z$. Their ratio, $0.2041/1.2247=0.1667$, is the same tangent. A separate extraction of the angle from the $4\times4$ Lorentz matrices also gives $18.92^\circ$, and the reversed order gives $-18.92^\circ$. The small-rapidity estimate $\eta_1\eta_2/2=0.381$ rad is about 15% above the full result, so these speeds are already outside its accurate range.

The Lorentz factors are $\cosh\eta_1=1.25$ and $\cosh\eta_2=5/3$. Therefore
$$\frac{E}{m}=1.25\times\frac53=2.083,\qquad \frac{p_x}{m}=0.75,\qquad \frac{p_y}{m}=1.25\times\frac43=1.667 .$$
The direct boost has rapidity $\zeta=1.364$ and azimuth $\phi=65.77^\circ$. The momentum has turned much further than the spin: the angle between them is $65.77^\circ-18.92^\circ=46.85^\circ$, in agreement with $\tan(\phi-\Omega)=0.8/0.75$. A particle with positive helicity after the first boost still has positive helicity after the second with probability $\cos^2(46.85^\circ/2)=0.842$, so helicity is not preserved at these speeds.

For a spin initially along $x$, the probability of the canonical $x$-up state is $\cos^2(\Omega/2)=1/(1+1/36)=36/37=0.973$, leaving $0.027$ for $x$-down.

The approach to the limit is seen with equal rapidities:

| $\eta_1=\eta_2$ | $\Omega$ (degrees) |
|---:|---:|
| 1 | 24.11 |
| 2 | 60.23 |
| 4 | 85.81 |
| 6 | 89.43 |
| 8 | 89.92 |

At rapidity 8 the remaining gap is $0.0769^\circ$, and the leading estimate $4e^{-8}$ rad gives the same value to the digits shown. By contrast, $\eta_1=10$ with $\eta_2=1$ gives only $49.601^\circ$, close to the limiting value $\arcsin(\tanh1)=49.605^\circ$. Raising $\eta_1$ further cannot carry the angle past that value.

## Values computed for the example and the checks

```
speed beta1 along x (units of c): 0.6
speed beta2 along y (units of c): 0.8
rapidity eta1 (dimensionless): 0.693147
rapidity eta2 (dimensionless): 1.098612
tanh(eta1/2) (dimensionless): 0.333333
tanh(eta2/2) (dimensionless): 0.500000
coefficient of 1 in product: 1.224745
coefficient of alpha_x: 0.408248
coefficient of alpha_y: 0.612372
coefficient of -i Sigma_z: 0.204124
tan(Omega/2) from matrices: 0.166667
Wigner angle Omega (degrees): 18.9246
Wigner angle Omega (radians): 0.330297
Omega from four-vectors (degrees): 18.9246
Omega for reversed order (degrees): -18.9246
resulting rapidity zeta (dimensionless): 1.363787
boost azimuth phi from x (degrees): 65.7723
energy (units of m): 2.083333
momentum p_x (units of m): 0.750000
momentum p_y (units of m): 1.666667
turn of an x spin (degrees): 18.9246
probability of canonical x-up: 0.972973
probability of canonical x-down: 0.027027
probability z-up stays z-up: 1.000000
eta1 = eta2 = 1: Omega = 24.1091 degrees
eta1 = eta2 = 2: Omega = 60.2297 degrees
eta1 = eta2 = 4: Omega = 85.8056 degrees
eta1 = eta2 = 6: Omega = 89.4319 degrees
eta1 = eta2 = 8: Omega = 89.9231 degrees
gap to 90 at eta = 8, matrices (degrees): 0.0769
gap to 90 at eta = 8, estimate (degrees): 0.0769
eta1 = 10, eta2 = 1: Omega = 49.6010 degrees
limit eta1 infinite, eta2 = 1: 49.6049 degrees
```
